# Comment on Reading the Macroscopic Dielectric Constant from the Matrix Head

**The argument under review**

The author computes the static dielectric matrix of an insulating crystal and reports its element with $\mathbf G=\mathbf G'=0$, the head, as the macroscopic dielectric constant. Two reasons are offered:

1. A macroscopic field is the $\mathbf G=0$ part of the microscopic field, so the element joining $\mathbf G=0$ to $\mathbf G=0$ must be the macroscopic response.
2. The elements joining $\mathbf G=0$ to $\mathbf G\neq0$, the wings, vanish as the wave vector $\mathbf q$ goes to zero, so they cannot matter.

The computed matrix is not in dispute. The question is which number should be taken from it, and whether either reason survives inspection.

I use Hartree atomic units, clamped nuclei and the random-phase approximation (RPA): the electrons respond as independent particles to the external potential plus the Hartree potential of the induced density. Exchange-correlation response is left out.

**1. What the head answers**

Write each perturbing potential energy as $V(\mathbf r)=\sum_{\mathbf G}V_{\mathbf G}e^{i(\mathbf q+\mathbf G)\cdot\mathbf r}$, and let $v_{\mathbf G}=4\pi/|\mathbf q+\mathbf G|^2$. The induced density is $n=\chi^0V^{\rm tot}$, and the total potential is $V^{\rm tot}=V^{\rm ext}+vn$. Eliminating $n$ gives

$$V^{\rm ext}=e\,V^{\rm tot},\qquad e_{\mathbf G\mathbf G'}=\delta_{\mathbf G\mathbf G'}-v_{\mathbf G}\,\chi^0_{\mathbf G\mathbf G'} .$$

The macroscopic constant is defined by an experiment with a smooth source, $V^{\rm ext}_{\mathbf G}=0$ for $\mathbf G\ne0$. The crystal then chooses its own total potential, short waves included. Since $V^{\rm tot}=e^{-1}V^{\rm ext}$,

$$V^{\rm tot}_0=[e^{-1}]_{00}V^{\rm ext}_0,\qquad
\varepsilon_M=\lim_{q\to0}\frac{V^{\rm ext}_0}{V^{\rm tot}_0}=\lim_{q\to0}\frac1{[e^{-1}]_{00}} .$$

The head belongs to a different experiment. If the *total* potential is smooth, $V^{\rm tot}_{\mathbf G}=0$ for $\mathbf G\neq0$, then

$$V^{\rm ext}_0=e_{00}V^{\rm tot}_0,\qquad V^{\rm ext}_{\mathbf G}=e_{\mathbf G0}V^{\rm tot}_0 .$$

The second equation is the price: the source must supply short-wave components that cancel those made by the crystal. An ordinary capacitor does not do this.

The first reason therefore fails. It is true that the macroscopic field is the $\mathbf G=0$ component, but a diagonal element of a matrix equals the ratio of output to input in that component only when the other terms of its row add up to zero. With nonzero wings, that is guaranteed only if the other components of the vector it acts on are zero. Here $e$ acts on $V^{\rm tot}$, whose short waves are not zero; $e^{-1}$ acts on $V^{\rm ext}$, whose short waves are.

In a self-consistent calculation the head has a plain meaning. If the short-wave part of the induced Hartree potential is discarded, the total potential stays smooth and the ratio $V^{\rm ext}_0/V^{\rm tot}_0$ is $e_{00}$. Retaining that part, as a full self-consistency cycle does, gives $1/[e^{-1}]_{00}$.

**2. The block inversion**

It is convenient to make the matrix Hermitian. Let

$$\varepsilon=v^{-1/2}e\,v^{1/2},\qquad
\varepsilon_{\mathbf G\mathbf G'}=\delta_{\mathbf G\mathbf G'}-\frac{4\pi\,\chi^0_{\mathbf G\mathbf G'}}{|\mathbf q+\mathbf G||\mathbf q+\mathbf G'|} .$$

Because $v$ is diagonal, the factors $v_0^{-1/2}$ and $v_0^{1/2}$ cancel in the $00$ element, so $\varepsilon_{00}=e_{00}$. The same holds for $\varepsilon^{-1}=v^{-1/2}e^{-1}v^{1/2}$, so $[\varepsilon^{-1}]_{00}=[e^{-1}]_{00}$.

Separate $\mathbf G=0$ from the rest:

$$\varepsilon=\begin{pmatrix}h&w^\dagger\\ w&B\end{pmatrix},$$

with head $h$, wing column $w$ and body $B$. Let $(x,y)$ be the first column of $\varepsilon^{-1}$, so that $x=[\varepsilon^{-1}]_{00}$. Multiplying it by $\varepsilon$ must give the first unit vector:

$$hx+w^\dagger y=1,\qquad wx+By=0 .$$

If $B$ is invertible, the second equation gives $y=-B^{-1}w\,x$. The first becomes $x\,(h-w^\dagger B^{-1}w)=1$, and therefore

$$\varepsilon_M=\frac1x=h-w^\dagger B^{-1}w ,$$

with the limit $q\to0$ understood.

**3. The sign needs more than algebra**

The inversion does not say that the wings lower the result. For a head of 2, a wing of 1 and a body of $-2$, it gives $2-1\cdot(-\tfrac12)\cdot1=2.5$, which is above the head. The sign depends on $B$.

In the static RPA, $B$ is positive, as follows. Let $v$ and $c$, used as orbital labels, denote the doubly occupied and the empty orbitals of an insulator, with energies $E_v<E_c$. First-order perturbation theory for a real potential $V$ gives

$$n=2\sum_{v,c}\left[\psi_v^*\psi_c\,\frac{\langle c|V|v\rangle}{E_v-E_c}+\text{c.c.}\right].$$

The factor 2 is for spin. Terms mixing two occupied orbitals are absent because exchanging the two labels reverses the energy denominator, and such terms cancel in pairs. Reading off $\chi^0$ and placing it between $f^*$ and $f$, for any function $f$, gives

$$\int\!\!\int f^*(\mathbf r)\,\chi^0(\mathbf r,\mathbf r')f(\mathbf r')\,d\mathbf r\,d\mathbf r'
=-2\sum_{v,c}\frac{|\langle c|f|v\rangle|^2+|\langle v|f|c\rangle|^2}{E_c-E_v}\le0 .$$

Now take any vector $u$ and choose $f_{\mathbf G}=v_{\mathbf G}^{1/2}u_{\mathbf G}$. Then $u^\dagger\varepsilon u=u^\dagger u-f^\dagger\chi^0f\ge u^\dagger u$, so no eigenvalue of $\varepsilon$ is below 1. Vectors with $u_0=0$ show that the same is true of $B$. Hence $B^{-1}$ is positive and $w^\dagger B^{-1}w\ge0$, with equality only for $w=0$. The eigenvalues of $\varepsilon^{-1}$ lie between 0 and 1, so its $00$ element does not exceed 1. Together,

$$1\le\varepsilon_M\le h .$$

The same positivity gives a variational form. The expression

$$h+w^\dagger y+y^\dagger w+y^\dagger By=h-w^\dagger B^{-1}w+(y+B^{-1}w)^\dagger B\,(y+B^{-1}w)$$

has its minimum over $y$ at $y=-B^{-1}w$, and the minimum is $\varepsilon_M$. The head is the value at $y=0$, where the short-wave response is frozen. Including more vectors $\mathbf G$ enlarges the set of allowed $y$, so it lowers $\varepsilon_M$ or leaves it unchanged. A matrix truncated in $\mathbf G$, with its retained elements converged in the sum over orbitals, gives an upper bound to the converged RPA value.

The proof uses static energy denominators. At a real frequency above a transition energy, one of that transition's denominators changes sign, and the inequality no longer follows. The relation between $\varepsilon_M$ and the inverse matrix remains.

**4. The wings do not drop out at long wavelength**

The second reason rests on a true observation about one of the two wings of $e$. To follow the powers of $q$, I take a model crystal in which potentials and densities vary only along $x$. Its period is $a$, its total ground-state potential energy is $-U\cos(2\pi x/a)$, and each chain holds two electrons per cell in a cross-section $A$. The charge is spread evenly across the plane, so the interaction is $4\pi/Q^2$ for wave number $Q$ along $x$.

Let $\Omega=N_kaA$ be the normalization volume for $N_k$ values of $k$, let $\Delta=E_{c}-E_{v}$, and define

$$M_G=\langle v,k|e^{-i(q+G)x}|c,k+q\rangle .$$

The two terms in the density response contribute equally, because the complex conjugate of an orbital is an orbital of the same energy. With the spin factor this gives

$$\chi^0_{GG'}=-\frac4\Omega\sum_{k,c}\frac{M_GM_{G'}^*}{\Delta} .$$

For $G=0$ the matrix element is the overlap of cell-periodic functions, $M_0=\langle u_{vk}|u_{c,k+q}\rangle$. These are eigenfunctions of $H_k=(p+k)^2/2+V_{\rm cr}$, where $V_{\rm cr}$ is the crystal potential, and $H_{k+q}=H_k+q(p+k)+q^2/2$. To first order in $q$, the admixture of $u_{vk}$ into $u_{c,k+q}$ is

$$M_0=q\,\frac{p_{vc}}{\Delta},\qquad p_{vc}=\langle u_{vk}|p+k|u_{ck}\rangle .$$

For $G\neq0$, $M_G$ has in general a finite limit. Take $q>0$. The head contains $|M_0|^2/q^2$ and the symmetrized wing contains $M_0/(q|G|)$, so the powers of $q$ cancel in both:

$$h=1+\frac{16\pi}{\Omega}\sum_{k,c}\frac{|p_{vc}|^2}{\Delta^3},\qquad
\varepsilon_{0G}=\frac{16\pi}{\Omega|G|}\sum_{k,c}\frac{p_{vc}M_G^*}{\Delta^2} .$$

The unsymmetrized wings follow from $e=v^{1/2}\varepsilon v^{-1/2}$:

$$e_{0G}=\frac{|q+G|}{q}\,\varepsilon_{0G},\qquad
e_{G0}=\frac{q}{|q+G|}\,\varepsilon_{G0} .$$

One vanishes as $q$, the other grows as $1/q$, and their product is $\varepsilon_{0G}\varepsilon_{G0}$. The correction to the head contains one factor from each wing, so it survives. Setting the small wing to zero removes a finite term.

Physically, a short-wave potential that vanishes as $q$ relative to the macroscopic potential still has a comparable field, because the field carries a factor $q+G$ in place of $q$.

In a three-dimensional crystal the powers of $q$ are the same, but $p_{vc}$ becomes the momentum component along $\mathbf q$, provided the crystal potential is local, as it is here. In an anisotropic crystal the limit therefore depends on the direction of $\mathbf q$. If the unperturbed system is uniform, $\chi^0$ is diagonal in $\mathbf G$, the wings are zero and $1/[e^{-1}]_{00}=e_{00}$ at every nonzero $q$. A uniform electron gas has no gap, however, and its static head grows without bound as $q\to0$.

**5. A case small enough to invert by hand**

Take $a=6$ bohr, $U=0.4$ hartree and $A=8$ bohr². These are model parameters, not those of a material. The shortest reciprocal vector is $G=1.0472$ bohr⁻¹, and the gap at the zone edge is 0.387 hartree (10.5 eV).

At $q=0.02$ bohr⁻¹ the unsymmetrized wings are $e_{0G}=62.7$ and $e_{G0}=0.0220$. At $q=0.01$ bohr⁻¹ they are 125.2 and 0.0112. Their product barely moves, from 1.382 to 1.403, and tends to the square of the limiting symmetrized wing, $1.1937^2=1.425$.

In the limit $q\to0$ the symmetrized elements are

$$h=3.547,\quad \varepsilon_{0,\pm G}=\pm1.194,\quad
\varepsilon_{GG}=1.941,\quad \varepsilon_{G,-G}=-0.440 .$$

The wings have opposite signs because inversion sends $(q,G)$ to $(-q,-G)$, while $\chi^0_{0G}$ is linear in $q$. Inversion also makes $\varepsilon_{GG}=\varepsilon_{-G,-G}$, and the matrix is real and symmetric here. The even combination of $+G$ and $-G$ thus couples neither to the head nor to the odd one. For the normalized odd combination,

$$w=\frac{1.194-(-1.194)}{\sqrt2}=1.688,\qquad
B=1.941-(-0.440)=2.382,$$

where the last digits follow from the unrounded elements. What remains is a two-by-two matrix:

$$\varepsilon_M\simeq3.547-\frac{1.688^2}{2.382}=3.547-1.196=2.351 .$$

With twelve nonzero $G$ the correction is 1.204 and $\varepsilon_M=2.343$. As the variational argument requires, the smaller matrix gives the higher value. The head exceeds $\varepsilon_M$ by 51 percent of $\varepsilon_M$.

The two-by-two solution also shows the local field. From $y=-B^{-1}w\,x$, the odd amplitude relative to the macroscopic one is $-1.688/2.382=-0.709$. Each of $\pm G$ carries $1/\sqrt2$ of it, or 0.501 in magnitude. The symmetrized amplitude is proportional to $|q+G|V^{\rm tot}_G$, whereas the field is proportional to $(q+G)V^{\rm tot}_G$. This reverses the sign for $-G$ and makes the two field components equal, so

$$\frac{E(x)}{E_0}\simeq1-1.00\cos(Gx),$$

where $E_0$ is the macroscopic field. Within this first-shell truncation the field nearly vanishes at $x=0$, the minimum of the crystal's potential energy, and is about twice $E_0$ midway between minima. The head assumes a uniform field $E_0$ throughout.

The two experiments of Section 1 can be carried out without a dielectric matrix. The numerical check does so in a supercell of 20 cells, with a small cosine potential of wave number $q=0.05236$ bohr⁻¹. With a smooth external potential and a self-consistent Hartree potential, $V^{\rm ext}_0/V^{\rm tot}_0=2.339$, in agreement with the inverse matrix at that $q$. With the total potential held smooth, the ratio is 3.537, in agreement with the head. In the second case the source must also contain a component at $q+G$ equal to 0.0545 of the total potential at $q$.

**6. Why a uniform field overestimates the screening**

A layered medium with a local dielectric function $\varepsilon(x)$ shows the same error classically. Let the field point along the layer normal. With no free charge between the layers, $D$ is uniform and $E(x)=D/\varepsilon(x)$. Averaging over a period, denoted by angle brackets, gives

$$\langle E\rangle=D\left\langle\frac1\varepsilon\right\rangle,\qquad
\varepsilon_M=\frac{D}{\langle E\rangle}=\frac1{\langle1/\varepsilon\rangle} .$$

The layers act as capacitors in series. The head instead assumes uniform $E$, for which $\langle D\rangle=\langle\varepsilon\rangle E$. A uniform $E$ would make $D=\varepsilon(x)E$ vary from place to place, which requires free charge between the layers: the short-wave source of Section 1 again.

For $\varepsilon(x)=5+4\cos\theta$ with $\theta=Gx$, the head is the mean, 5. For the other average, sum a geometric series with ratio $-\tfrac12e^{i\theta}$:

$$1+2\,{\rm Re}\sum_{n\ge1}\left(-\tfrac12e^{i\theta}\right)^n
=\frac{1-\frac14}{1+\cos\theta+\frac14}=\frac3{5+4\cos\theta} .$$

Every term with $n\ge1$ averages to zero, so the left side has mean 1. Therefore $\langle1/\varepsilon\rangle=1/3$ and $\varepsilon_M=3$, not 5.

If the field lies parallel to the layers, the tangential $E$ is continuous across them and becomes uniform at long wavelength. Then $\langle D\rangle=\langle\varepsilon\rangle E$ and $\varepsilon_M=\langle\varepsilon\rangle$. The head is right for that direction, although the medium is far from uniform. What decides the matter is whether the macroscopic field drives short-wave fields along with it.

**Requested correction**

The reported constant should be replaced by $1/[\varepsilon^{-1}]_{00}$ in the limit $q\to0$, with its convergence in the number of $\mathbf G$ vectors shown. The head may be kept beside it if it is labelled as the RPA value without local fields. The statement that the wings vanish should be restricted to the unsymmetrized wing $e_{\mathbf G0}$, unless the symmetrized wings are shown to vanish as well. Any claim that the wings lower the constant should state the conditions under which it is made; the proof given here is for the static RPA.

## Values computed for the example and the checks

```
period a = 6.0 bohr, U = 0.4 hartree
cross-section per chain = 8.0 bohr^2
shortest G = 1.04720 bohr^-1
gap at zone edge = 0.38725 hartree
gap at zone edge = 10.538 eV
-- q -> 0, symmetrized matrix (dimensionless) --
head = 3.54702
wing to +G = 1.19366
wing to -G = -1.19366
body (G,G) = 1.94141
body (G,-G) = -0.44028
2x2 sine wing, magnitude = 1.68809
2x2 sine body = 2.38169
2x2 correction wing^2/body = 1.19648
eps_M from 2x2 = 2.35054
full correction, 12 nonzero G = 1.20364
eps_M, full = 2.34338
head exceeds eps_M by 51.36 percent
lowest eigenvalue of matrix = 1.000504
-- unsymmetrized wings (0,G), (G,0), product --
q = 0.02 bohr^-1: 62.7224, 0.022029, 1.38170
q = 0.01 bohr^-1: 125.2421, 0.011206, 1.40342
-- supercell of 20 cells, finite q --
q = 0.05236 bohr^-1, applied amplitude = 1e-03 hartree
iterations to self-consistency = 37
eps_M(q), self-consistent supercell = 2.33872
eps_M(q), inverse of matrix = 2.33872
head(q), one diagonalization = 3.53663
head(q), matrix = 3.53663
V_tot(q+G)/V_ext(q), supercell = -0.009902
V_tot(q+G)/V_ext(q), matrix = -0.009902
V_ext(q+G)/V_tot(q), smooth total = 0.054494
-- layered medium eps(x) = 5 + 4 cos(Gx) --
mean of eps = 5.00000
1/(mean of 1/eps) = 3.00000
1/[eps^-1]_00 from matrix = 3.00000
-- 2x2 matrix with head 2, wing 1, body -2 --
1/[inverse]_00 = 2.50000
```
